# Convergence and rates of the level-shifted Hartree–Fock iteration

Two decisions in a level-shifted self-consistent-field calculation depend on the result below: how large the shift $b$ must be before convergence is guaranteed, and whether a small orbital gradient means that the density is converged. A shift above a number $g_+$, fixed by the two-electron integrals, makes the whole sequence of densities converge from every start; $g_+$ grows with the basis and the size of the system and can lie far above the shift actually needed. A small gradient implies a proportionally small density error in a neighbourhood of a nondegenerate solution; at the degenerate solution computed below, a gradient of $10^{-6}\,E_h$ goes with a density error of $0.02$. The tool is the Łojasiewicz inequality, applied directly to the energy.

## Setting

The basis is finite, real and orthonormal. In Gaussian units $h=-\hbar^2\nabla^2/2m-\sum_A Z_Ae^2/r_A$, and $(pq|rs)$ are the integrals of $e^2/r_{12}$; numbers are in $E_h=me^4/\hbar^2$ and bohr. The variable is a pair $D=(D_\alpha,D_\beta)$ of symmetric projectors of ranks $N_\alpha,N_\beta$. These pairs form a compact set $\mathcal P$. The product is $\langle A,B\rangle=\sum_\sigma\mathrm{Tr}\,A_\sigma^TB_\sigma$, and matrix operations act spin by spin. With $J(X)_{pq}=\sum(pq|rs)X_{rs}$ and $K(X)_{pq}=\sum(pr|qs)X_{rs}$,

$$E(D)=\langle h,D\rangle+\tfrac12\langle G(D),D\rangle,\quad G(D)_\sigma=J(D_\alpha+D_\beta)-K(D_\sigma),\quad F(D)=h+G(D).$$

The symmetry of the integrals makes $G$ self-adjoint, so

$$E(D+\Delta)=E(D)+\langle F(D),\Delta\rangle+\tfrac12\langle G(\Delta),\Delta\rangle\tag{1}$$

with no remainder. A difference of two points of $\mathcal P$ is traceless in each spin. Let $P_0$ remove the multiple of the identity in each spin, and let $g_-\le g_+$ be the extreme eigenvalues of $P_0G$ on symmetric traceless pairs.

In the iteration, $D_{n+1}$ projects, in each spin, on the $N_\sigma$ lowest eigenvectors of $F_n-bD_n$, with $F_n=F(D_n)$; ties are broken in any way. The smaller of the two gaps above the occupied levels is $\gamma_n\ge0$, and $\Delta_n=D_{n+1}-D_n$, $d_n=\|\Delta_n\|$.

**Theorem.** Let $b>g_+$. From every start, $\sum d_n<\infty$ and $D_n\to D^*$ with $[F^*,D^*]=0$. Let $\theta$ be a Łojasiewicz exponent of $E$ at $D^*$ and $e_n=E(D_n)-E(D^*)$. If $\theta=\frac12$, $e_n$ and $\|D_n-D^*\|$ decay geometrically. If $\theta<\frac12$, $e_n=O(n^{-1/(1-2\theta)})$ and $\|D_n-D^*\|=O(n^{-\theta/(1-2\theta)})$.

No gap is assumed. The algebraic rates are upper bounds, and a singular Hessian does not force them.

## Gradient and Hessian

Differentiating $D^2=D$ gives $XD+DX=X$: a tangent $X$ has vanishing occupied–occupied and virtual–virtual blocks. The orthogonal projection of a symmetric $Y$ on the tangent space is $\Pi_DY=DY(1-D)+(1-D)YD=[D,[D,Y]]$. By (1) the gradient is $\Pi_DF$. The commutator $[Y,D]$ contains the same off-diagonal blocks as $\Pi_DY$, one with reversed sign, so $\|[Y,D]\|=\|\Pi_DY\|$ and $\|\mathrm{grad}\,E\|=\|[F,D]\|$.

Let $X$ be tangent at $D^*$, with occupied–virtual block $x$, so that $\|X\|^2=2\sum x_{ia}^2$. The antisymmetric $A=[X,D^*]$ has blocks $A_{ov}=-x$, $A_{vo}=x^T$, and $[A,D^*]=X$. The chart

$$D(X)=e^AD^*e^{-A}=D^*+X+\tfrac12[A,X]+\dots\tag{2}$$

is analytic, stays on $\mathcal P$, and has the identity as derivative at $X=0$, so by the inverse function theorem it covers a neighbourhood of $D^*$. Block multiplication gives $\frac12[A,X]=\mathrm{diag}(-xx^T,\,x^Tx)$. At a critical point, in orbitals that diagonalize $F^*$, $\langle F^*,X\rangle=0$ and $\langle F^*,\frac12[A,X]\rangle=\sum(\varepsilon_a-\varepsilon_i)x_{ia}^2=\frac12\langle X,\Omega X\rangle$, where $\Omega$ multiplies $x_{ia}$ by $\varepsilon_a-\varepsilon_i$. With (1) the Hessian is

$$H=\Omega+\mathcal K,\qquad \mathcal K=\Pi_{D^*}G\ \text{on tangents}.$$

## Two inequalities per step

Let $A$ have eigenvalues $\alpha_1\le\alpha_2\le\dots$, let $D'$ project on the lowest $N$, and let $D$ be any projector of rank $N$, with diagonal elements $n_p\in[0,1]$ in the eigenbasis. Since $\sum n_p=N$, the number $\tau=\sum_{p\le N}(1-n_p)$ equals $\sum_{p>N}n_p$. Then

$$\mathrm{Tr}\,A(D-D')=\sum_{p>N}\alpha_pn_p-\sum_{p\le N}\alpha_p(1-n_p)\ge(\alpha_{N+1}-\alpha_N)\,\tau,$$

and $\|D-D'\|^2=2N-2\,\mathrm{Tr}\,DD'=2\tau$. Applied in each spin to $A=F_n-bD_n$, $D=D_n$, $D'=D_{n+1}$, this gives $\langle F_n-bD_n,\Delta_n\rangle\le-\frac12\gamma_nd_n^2$. The same norm identity gives $\langle D_n,\Delta_n\rangle=-\frac12d_n^2$, hence $\langle F_n,\Delta_n\rangle\le-\frac12(b+\gamma_n)d_n^2$. In (1), $\langle G(\Delta_n),\Delta_n\rangle\le g_+d_n^2$ because $\Delta_n$ is traceless, so

$$E_n-E_{n+1}\ge\tfrac12(b+\gamma_n-g_+)\,d_n^2\ge a\,d_n^2,\qquad a=\tfrac12(b-g_+)>0.\tag{3}$$

The shift pays for the part of the electron repulsion that the linear step ignores.

$D_{n+1}$ commutes with $F_n-bD_n$. Write $F_{n+1}=(F_n-bD_n)+G(\Delta_n)+bD_n$ and $D_n=D_{n+1}-\Delta_n$; the terms $F_n-bD_n$ and $bD_{n+1}$ drop from the commutator:

$$[F_{n+1},D_{n+1}]=[G(\Delta_n)-b\Delta_n,\,D_{n+1}].$$

The identity matrix commutes with $D_{n+1}$, so $G$ may be replaced by $P_0G$. Since $\|[Y,D]\|\le\|Y\|$, and the eigenvalues of $b-P_0G$ lie in $[b-g_+,b-g_-]$,

$$\|\mathrm{grad}\,E(D_{n+1})\|\le c\,d_n,\qquad c=b-g_-.\tag{4}$$

The condition $b>g_+$ is sufficient and is not claimed to be necessary: if $\inf_n\gamma_n>g_+-b$, the proof holds with $a=\frac12(b+\inf\gamma_n-g_+)$ and $c=\max|b-g_\pm|$.

## The Łojasiewicz inequality

For a real-analytic $f$ with a critical point at $0$ and $f(0)=0$ there are $\theta\in(0,\frac12]$, $\kappa'$ and a neighbourhood where $|f|^{1-\theta}\le\kappa'|\nabla f|$. Take $f(X)=E(D(X))-E^*$. The chain rule gives $\nabla f=D'(X)^T\mathrm{grad}\,E$, and $\|D'(X)\|\to1$ as $X\to0$, so on a ball $\|D-D^*\|<r$

$$|E(D)-E^*|^{1-\theta}\le\kappa\,\|\mathrm{grad}\,E(D)\|.\tag{5}$$

The general inequality is a theorem of real-analytic geometry and is the one input not proved here. Three cases, which cover all the examples, are proved directly.

*Invertible $H$.* Here $f=\frac12\langle X,HX\rangle+O(X^3)$, $\nabla f=HX+O(X^2)$, and in the eigenbasis $|\langle X,HX\rangle|\le\|HX\|^2/|\lambda|_{\min}$. So $\theta=\frac12$, and $\kappa^2$ may be taken as close to $1/(2|\lambda|_{\min})$ as wished on a small enough ball.

*Reduction to the kernel.* Split $X=(u,y)$ with $u\in\ker H$ and $y$ orthogonal to it. $H$ is invertible on the $y$ space, so $\partial_yf=0$ has an analytic solution $y=\eta(u)$, with $\eta=O(u^2)$. Let $W(u)=f(u,\eta(u))$ and $z=y-\eta(u)$. Taylor expansion in $z$ gives $|f-W|\le C_1|z|^2$ and $|\partial_yf|\ge c_1|z|$. Also $\nabla W=\partial_uf(u,\eta(u))$, because $\partial_yf$ vanishes there, so $|\nabla W|\le|\partial_uf(u,y)|+C_2|z|\le C_3|\nabla f|$. If $|W|^{1-\theta}\le\kappa_W|\nabla W|$, subadditivity of $t^{1-\theta}$ and $|z|^{2(1-\theta)}\le|z|$ for $|z|\le1$ give

$$|f|^{1-\theta}\le\kappa_WC_3|\nabla f|+C_1^{1-\theta}|\nabla f|/c_1,$$

so $f$ inherits the exponent of $W$.

*Morse–Bott point.* Suppose the critical points near $D^*$ form a manifold of the dimension of $\ker H$, as an orbit of a broken continuous symmetry may. It lies in the graph $y=\eta(u)$, which has the same dimension, and therefore fills it locally. Then $\nabla W=0$, $W=0$ and $\theta=\frac12$.

*One-dimensional kernel.* Either $W\equiv0$, the previous case, or $W=c_ks^k(1+O(s))$ with $k\ge3$ and $W'=kc_ks^{k-1}(1+O(s))$. Then $|W|^{1-1/k}$ and $|W'|$ are both of order $|s|^{k-1}$, and $\theta=1/k$.

## Convergence of the whole sequence

By (3), $E_n$ decreases; it is bounded below on the compact $\mathcal P$, so $\sum d_n^2<\infty$, and by (4) the gradient tends to zero. This alone would allow the sequence to drift along a set of critical points, since $\sum d_n^2<\infty$ does not bound $\sum d_n$. Let $D^*$ be an accumulation point. By continuity it is critical and $e_n\downarrow0$. From (3), $d_n^2\le e_n/a$; if some $e_k=0$, the sequence is constant from $k$ on. Otherwise all $e_n>0$.

Suppose $D_n$ lies in the ball of (5). Then (5) and (4) give $e_n^{1-\theta}\le\kappa c\,d_{n-1}$. Concavity of $t^\theta$ and (3) give

$$e_n^\theta-e_{n+1}^\theta\ge\theta e_n^{\theta-1}(e_n-e_{n+1})\ge\frac{\theta a\,d_n^2}{\kappa c\,d_{n-1}}.$$

With $M=\kappa c/(\theta a)$ this reads $d_n^2\le d_{n-1}\cdot M(e_n^\theta-e_{n+1}^\theta)$, and $2\sqrt{xy}\le x+y$ turns it into $2d_n\le d_{n-1}+M(e_n^\theta-e_{n+1}^\theta)$. If $D_k,\dots,D_j$ lie in the ball, the sum over $n=k,\dots,j$ telescopes: $2\sum_k^jd_n\le d_{k-1}+\sum_k^{j-1}d_n+Me_k^\theta$, hence

$$\sum_{n=k}^{j}d_n\le d_{k-1}+Me_k^\theta.\tag{6}$$

Choose $k$ with $\|D_k-D^*\|+d_{k-1}+Me_k^\theta<r$, which is possible because $D^*$ is an accumulation point and the other two terms tend to zero. Then (6) puts $D_{j+1}$ in the ball, and by induction all later iterates. So (6) holds for $j\to\infty$, the sequence is Cauchy, and its limit is $D^*$.

The limit of $\langle F_n-bD_n,D'-D_{n+1}\rangle\ge0$, valid for all $D'\in\mathcal P$, shows that $D^*$ is an aufbau projector of $F^*-bD^*$, whose levels are $\varepsilon_i-b$ and $\varepsilon_a$. This gives $\varepsilon_a-\varepsilon_i+b\ge0$; aufbau order for $F^*$ itself does not follow. Nor does the theorem make $D^*$ a minimum, so both properties have to be checked on the result.

## Guaranteed rates

Apply (5) at $D_{n+1}$, square, and use (4) and (3):

$$e_{n+1}^{\beta}\le\kappa^2c^2d_n^2\le C(e_n-e_{n+1}),\qquad\beta=2(1-\theta),\quad C=\kappa^2c^2/a.$$

For $\theta=\frac12$, $\beta=1$ and $e_{n+1}\le qe_n$ with $q=C/(1+C)<1$.

For $\theta<\frac12$ let $\psi_n=e_n^{1-\beta}$, which increases. If $e_{n+1}\ge e_n/2$,

$$\psi_{n+1}-\psi_n=(\beta-1)\int_{e_{n+1}}^{e_n}t^{-\beta}dt\ge(\beta-1)\frac{e_n-e_{n+1}}{e_n^\beta}\ge\frac{\beta-1}{C}\Big(\frac{e_{n+1}}{e_n}\Big)^\beta\ge\frac{\beta-1}{2^\beta C}.$$

Otherwise $\psi_{n+1}\ge2^{\beta-1}\psi_n$, and the increment is at least $(2^{\beta-1}-1)\psi_k$. With $\mu_0$ the smaller of the two increments and $\beta-1=1-2\theta$,

$$e_n\le[\psi_k+\mu_0(n-k)]^{-1/(1-2\theta)}.\tag{7}$$

Equation (6) started at $n$ gives $\|D_n-D^*\|\le d_{n-1}+Me_n^\theta\le(e_{n-1}/a)^{1/2}+Me_n^\theta=O(e_{n-1}^\theta)$, because $\theta\le\frac12$. This is $O(q^{n/2})$ or $O(n^{-\theta/(1-2\theta)})$, and the theorem is proved.

## The sharp geometric rate

Assume $\Omega+b>0$ strictly, so that the step is an analytic map near $D^*$. At $D^*+X$ the shifted matrix changes by $V=G(X)-bX$ to first order. First-order perturbation theory mixes virtual $a$ into occupied $i$ with coefficient $-V_{ia}/(\varepsilon_a-\varepsilon_i+b)$, so

$$X'=(\Omega+b)^{-1}(b-\mathcal K)X=[1-(\Omega+b)^{-1}H]X\equiv\mathcal JX.$$

$\mathcal J$ is self-adjoint in the product weighted with $\Omega+b$. Its eigenvalues are $1-\mu$ with $Hx=\mu(\Omega+b)x$. Tangents are traceless, so $\langle x,Hx\rangle\le\langle x,(\Omega+g_+)x\rangle<\langle x,(\Omega+b)x\rangle$ and $\mu<1$. At a nondegenerate minimum all $1-\mu$ lie in $(0,1)$, and a sequence with weight on the slowest mode contracts asymptotically by $\rho=1-\mu_{\min}$ per step. The Rayleigh quotient with the softest eigenvector of $H$ gives

$$\rho\ge1-\lambda_{\min}/(\Omega_{\min}+b),\tag{8}$$

so for large $b$ the number of steps per decade grows at least linearly in $b$. A negative eigenvalue of $H$ gives $1-\mu>1$, and a zero eigenvalue gives $1$.

## A quartic point

Let $H\ge0$ have a unit kernel vector $v$ spanning the kernel, odd under exchange of the spins at a point with $D^*_\alpha=D^*_\beta$. $E$ is invariant under the exchange, so $W(s)$ is even, and $W=c_4s^4+O(s^6)$; assume $c_4>0$. Put $X=sv+s^2w$, and let $\mathsf a=[A_1,\cdot]$, $\mathsf c=[A_2,\cdot]$ with $A_1=[v,D^*]$, $A_2=[w,D^*]$. Sorting $\sum_j(s\mathsf a+s^2\mathsf c)^jD^*/j!$ by powers of $s$ gives

$$D_{(1)}=\mathsf aD^*,\quad D_{(2)}=(\mathsf c+\tfrac12\mathsf a^2)D^*,\quad D_{(3)}=[\tfrac12(\mathsf{ac}+\mathsf{ca})+\tfrac16\mathsf a^3]D^*,$$
$$D_{(4)}=[\tfrac12\mathsf c^2+\tfrac16(\mathsf{aac}+\mathsf{aca}+\mathsf{caa})+\tfrac1{24}\mathsf a^4]D^*,$$

and by (1) the $s^4$ coefficient of the energy is

$$E_4(w)=\langle F^*,D_{(4)}\rangle+\langle G(D_{(1)}),D_{(3)}\rangle+\tfrac12\langle G(D_{(2)}),D_{(2)}\rangle.$$

An $s^3$ term $u$ in $X$ would add $\langle u,Hv\rangle=0$. $E_4$ is quadratic in $w$: $E_4(0)+\langle l,w\rangle+\frac12\langle w,Hw\rangle$, where $\langle l,w\rangle=\frac12[E_4(w)-E_4(-w)]$. Stationarity on the complement of $v$ gives $w=-H^+l$, with $H^+$ the pseudoinverse, and $c_4=E_4(0)-\frac12\langle l,H^+l\rangle$.

The motion follows to leading order in $s$. In the occupied–virtual basis of the current $D$, the off-diagonal block of $F-bD$ is the gradient $g$, so perturbation theory gives the step $(\Omega+b)\Delta=-g$ up to relative corrections $O(s)$. In the coordinates $(s,z)$, $\langle v,g\rangle=W'(s)+O(sz,z^2)$, and the complement part of $g$ is $Hz$ to leading order. Because $\mathcal Jv=v$, $\mathcal J$ is block triangular, and its block on $z$ has the remaining eigenvalues, all in $(0,1)$. Thus $z$ obeys a contraction driven by a source of order $W'\sim s^3$; after a transient $z=O(s^3)$, and it changes by higher order per step. Then $\Delta=v\,\delta s+O(s^4)$ and $g=-(\Omega+b)v\,\delta s+O(s^4)$. Projection on $v$, with $m_v=\langle v,(\Omega+b)v\rangle$, yields

$$s_{n+1}=s_n\Big(1-\frac{4c_4s_n^2}{m_v}\Big),\qquad\|g\|=4c_4s^3\,\frac{\|(\Omega+b)v\|}{m_v}.$$

Raising the first relation to the power $-2$ gives

$$s_{n+1}^{-2}-s_n^{-2}\to\frac{8c_4}{m_v},\qquad s_n\simeq\Big(\frac{m_v}{8c_4n}\Big)^{1/2},\qquad e_n\simeq c_4s_n^4.\tag{9}$$

These are the powers $n^{-1/2}$ and $n^{-2}$ of the theorem for $\theta=\frac14$, which are thus attained whenever $z$ becomes small against $s$, as from a small displacement along $v$. Exceptional starts, from which $s$ shrinks geometrically together with $z$, converge faster. In particular, a start near $D^*$ with $D_\alpha=D_\beta$ keeps that symmetry, has $s=0$ throughout, and converges geometrically at the rate of $\mathcal J$ on spin-symmetric tangents.

## Hubbard dimer: closed forms and a failure

Take $h=-t\sigma_x$, on-site repulsion $U$ and one electron per spin, $D_\sigma=\frac12(1+\cos\varphi_\sigma\,\sigma_x+\sin\varphi_\sigma\,\sigma_z)$. Same-spin $J$ and $K$ cancel, $G(D)_\alpha=U\,\mathrm{diag}(D_\beta)$, and $G$ couples the $\sigma_z$ parts of the two spins with strength $U$, so $g_\pm=\pm U$. The energy is $E=-t(\cos\varphi_\alpha+\cos\varphi_\beta)+\frac U2(1+\sin\varphi_\alpha\sin\varphi_\beta)$. For $\varphi_{\alpha,\beta}=\chi\pm\varphi$ it is even in $\chi$, so $\eta=0$ and $E=-2t\cos\varphi+\frac U2\cos^2\varphi$ on the reduced line. At $U=2t$ this is $-t+t(1-\cos\varphi)^2$. Each spin moves by $\pm\varphi\sigma_z/2$, of squared norm $\varphi^2/2$, so $s=\varphi$ and $c_4=t/4$, which the general formula reproduces. With $\Omega=2t$ and $b=3t$, the slope (9) is $2t/(2t+b)=0.4$; the run gives $0.39993$.

For $b=0$, $F_\alpha=\frac U2-t\sigma_x+\frac U2p_\beta\sigma_z$ with $p=\sin\varphi$, and its lower eigenvector has $p'_\alpha=-\frac U2p_\beta/(t^2+U^2p_\beta^2/4)^{1/2}$. The cycle $p\to-p$ in both spins requires $t^2+U^2p^2/4=U^2/4$, or $p^2=1-4t^2/U^2$, which exists for $U>2t$. The slope of the map there has magnitude $\frac U2t^2/(U/2)^3=4t^2/U^2<1$, so the cycle attracts. Each spin jumps by $p\sigma_z$, so $d_n=2p$, equal to $\sqrt3=1.732$ at $U=4t$, as observed. Some condition on $b$ is therefore needed. With $b=5t>g_+$ the same start converges to energy $-0.5\,t$, the value $-2t^2/U$ at $\cos\varphi=2t/U$. From this start $b=t$, well below $g_+=4t$, already converges to the same energy, while $b=0.5t$ still oscillates.

## Linear BeH₂

The level is unrestricted Hartree–Fock in the STO-3G basis: a mean field in a minimal basis, without correlation, so distances and energies characterize this model and not the molecule. The shift is $b=2.0\,E_h$ ($54.4$ eV), above $g_+$ at both geometries. The values used are in the numerical output below. They are not converged in the basis: at $2.50$ bohr, going from STO-3G to cc-pVDZ moves $E^*$ from $-15.56$ to $-15.77\,E_h$, $\lambda_{\min}$ from $0.251$ to $0.198\,E_h$ and $\Omega_{\min}$ from $0.635$ to $0.518\,E_h$. The threshold $g_+$ moves most: $1.03$, $1.83$, $4.35$ and $13.7\,E_h$ in STO-3G, 6-31G, cc-pVDZ and cc-pVTZ, so $b=2.0\,E_h$ carries no guarantee in the last two. It also grows with size, from $0.70$ to $4.27\,E_h$ between H₄ and H₂₄ chains (STO-3G, spacing $1.8$ bohr). By (8) a shift above $g_+$ is then costly, and it may be unnecessary: in STO-3G at $2.50$ bohr, twelve random starts all converged to $E^*$ with $b=0$.

**Nondegenerate minimum.** At a Be–H distance of $2.50$ bohr, $E^*=-15.5605\,E_h$ in total, $g_-=-2.11576$ and $g_+=1.02917\,E_h$, so $a=(2-1.02917)/2=0.48542$ and $c=2+2.11576=4.11576\,E_h$. In four runs from random projectors, (3) and (4) were tested at every step. For steps with $d_n>10^{-4}$ the energy drop was at least $1.396$ times the first bound in (3), and the gradient at most $0.601$ of $c\,d_n$. All four reached $E^*$ to rounding, which the theorem does not promise.

With $\lambda_{\min}=0.251275$ and $\Omega_{\min}=0.634723\,E_h$, (8) gives $\rho\ge1-0.251275/2.634723=0.9046$. The generalized eigenproblem gives $\rho=0.905911$ and $\mu_{\max}=0.664<1$; its spectrum was tested against a finite-difference Jacobian of the step. In a separate run, started at a distance of about $0.2$ from $D^*$, the observed ratio $d_{n+1}/d_n$ is $0.905909$, and $d_n<10^{-8}$ is reached in 147 steps; a more distant start can need more. The proof uses (5) at the iterates, so $\kappa$ was taken as the largest ratio found along the run from $k=5$; it is $1.41062\,E_h^{-1/2}$, equal to $(2\lambda_{\min})^{-1/2}$ to these digits. Then $C=1.41062^2\times4.11576^2/0.48542=69.4$ and $q=69.4/70.4=0.9858$, a bound, against the true factor $\rho^2=0.8207$. Likewise $M=1.41062\times4.11576/(0.5\times0.48542)=23.92\,E_h^{-1/2}$, and (6) bounds the path from $k=5$ by $0.0130+23.92\,(1.9352\times10^{-3})^{1/2}=1.065$, against a measured $0.124$. The guaranteed constants hold but are loose, and step counts are better estimated from $\rho$.

**Coulson–Fischer point.** The lowest Hessian eigenvalue of the restricted solution vanishes at $R_c=3.5207$ bohr ($1.863$ Å), where $g_-=-2.10882$ and $g_+=1.20209\,E_h$. The kernel is one-dimensional and odd under spin exchange; the next eigenvalue is $0.0464\,E_h$. In 6-31G and cc-pVDZ the kernel stays one-dimensional, but $R_c$ moves to $3.700$ and $3.729$ bohr and $c_4$ falls from the value below to $0.0156$ and $0.0151\,E_h$. With $c_4=0.021656$ and $m_v=2.629396\,E_h$, (9) predicts the slope $8\times0.021656/2.629396=0.06589$; in a run started at $X=0.5\,v$, the slope observed between steps 15000 and 30000 is $0.06588$. At $n=30000$, $s=0.02247$, $e=5.52\times10^{-9}\,E_h$, $e/s^4=0.021656\,E_h$, and the gradient is $9.84\times10^{-7}\,E_h$, matching $4\times0.021656\times0.02247^3\times1.0011$. The exponents over the same interval are $-0.4988$ for the distance, $-1.995$ for the energy, and $1-\theta=0.7500$ from gradient against energy. With the run's $\kappa=0.661\,E_h^{-1/4}$, $M=27.2\,E_h^{-1/4}$ and $\mu_0=9.56\times10^{-3}\,E_h^{-1/2}$; the bounds at $n=30000$ are $1.0\times10^{-5}\,E_h$ from (7) and $0.235$ for the distance. A gradient threshold of $10^{-6}\,E_h$ would accept this iterate, and by (9) a distance of $10^{-4}$ needs $1.5\times10^9$ steps. A ratio $d_{n+1}/d_n$ that creeps toward 1 is the signal to compute the lowest eigenvalues of $H$. A spin-symmetric start at a distance of about $0.2$ converges to the same $D^*$ geometrically, with predicted and observed ratio $0.899456$, and reaches $d_n<10^{-8}$ in 137 steps.

**An orbit of minima.** For $M_S=1$ at $2.50$ bohr, with one $\pi$ orbital occupied and a random displacement of size $0.1$ at the start (the undisplaced occupation, relaxed with DIIS, ends at a higher solution near $-15.2934\,E_h$), the limit has energy $-15.2999\,E_h$ and lowest Hessian eigenvalues $0$ (to rounding) and $0.0575\,E_h$. The zero mode was tested to be the rotation of $D$ about the molecular axis. That rotation generates a curve of critical points, of the dimension of the kernel, so the point is Morse–Bott and $\theta=\frac12$. The ratio from the smallest nonzero $\mu$ is $0.975783$, as observed in a run started at a distance of about $0.1$ from the limit, which reaches $d_n<10^{-8}$ in 503 steps. Both this point and the Coulson–Fischer point have one zero eigenvalue; the reduced energy $W$ on the kernel, zero here and quartic there, decides the rate.

## Values computed for the example and the checks

```
level shift b: 2.0 Eh
level shift b: 54.42 eV
--- BeH2 nondegenerate minimum
R: 2.50 bohr
E* total: -15.56049974 Eh
g-, g+: -2.11576 1.02917 Eh
random starts: min drop/bound: 1.396 
random starts: max grad/bound: 0.601 
random starts: E_limit-E* (Eh): 3.6e-15 3.6e-15 3.6e-15 -7.1e-15
smallest orbital gap: 0.634723 Eh
lambda_min of H: 0.251275 Eh
mu_max: 0.663766 
rho predicted, observed: 0.905911 0.905909; steps to d<1e-8: 147
a, c: 0.48542 4.11576 Eh
kappa run, 1/sqrt(2 lambda_min): 1.41062 1.41062 Eh^-1/2
energy factor bound q, true rho^2: 0.985803 0.820674
k=5: e_k 1.9352e-03 Eh, d_(k-1) 1.3007e-02, M 23.921 Eh^-1/2
path length from k=5, bound: 0.12388 1.06531
--- BeH2 Coulson-Fischer point
Rc: 3.520669 bohr
Rc: 1.863058 angstrom
g-, g+: -2.10882 1.20209 Eh
kernel dimension 1; next Hessian eigenvalue 0.046396 Eh
c4 0.021656 Eh, m_v 2.629396 Eh, |(Omega+b)v|/m_v 1.001087
slope of 1/s^2 predicted, observed: 0.065890 0.065882 per step
n=30000: s 0.02247, e 5.5249e-09 Eh, grad 9.8435e-07 Eh, e/s^4 0.021656 Eh
exponents: distance -0.4988, energy -1.9951, 1-theta 0.7500
kappa 0.66102 Eh^-1/4, M 27.231 Eh^-1/4, mu0 9.5608e-03 Eh^-1/2
bounds at n=30000: e 9.9974e-06 Eh, distance 0.2348
steps for s=1e-4 from m_v/(8 c4 s^2): 1.518e+09 
spin-symmetric start: rate predicted, observed 0.899456 0.899456; steps 137
--- BeH2 M_S=1 at R=2.5 bohr (orbit of minima)
E total: -15.29985966 Eh
lowest Hessian eigenvalues: -6.5e-16 0.057505 Eh
rate predicted, observed: 0.975783 0.975783; steps 503
--- Hubbard dimer, energies in units of t
U=2, b=3: c4 0.250000, slope predicted, observed 0.40000 0.39993
U=4: g-, g+ -4.000 4.000; b=0 two-cycle step 1.732051; b=5 limit energy -0.500000
```
